# Neutral Background Edge for Free Electrons Behind a Hard Wall

## Problem

A simple model of a metal surface keeps the conduction electrons as independent free particles and replaces the ions by a uniform positive charge. The electrons fill the half-space \(x>0\) at zero temperature, with two spin states per orbital. An impenetrable wall at \(x=0\) forces every wavefunction to vanish there. Deep inside, the electron density is

\[
n_0=\frac{k_F^3}{3\pi^2},
\]

where \(k_F\) is the Fermi wavevector. The positive background has the number density \(n_0\) for \(x>d\) and zero for \(x<d\).

(a) Find the distance \(d\) for which the surface is neutral per unit area.

(b) With this \(d\), find the electrostatic potential step between the bulk and the vacuum.

(c) Find how \(d\) changes if the wall is a step of finite height, and if the temperature is not zero.

(d) Evaluate the results for an aluminium-like metal with the rough typical values \(n_0=1.8\times10^{23}\ \mathrm{cm^{-3}}\), three conduction electrons per ion, a work function of 4.3 eV and a temperature of 300 K.

## First estimate by scaling

The hard-wall problem at zero temperature contains one length, \(1/k_F\). Hence \(d=C/k_F\) with a pure number \(C\), which can be estimated from the density close to the wall.

Let \(k\) be the wavevector normal to the wall. Take a slab of large width \(L\), with normal wavefunctions \(\sqrt{2/L}\,\sin kx\) and \(k=j\pi/L\), \(j=1,2,\dots\) For given \(k\), the wavevectors parallel to the wall fill a disc of area \(\pi(k_F^2-k^2)\). With two spins, the number of electrons per unit wall area in this level is

\[
F(k)=2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}.
\]

For \(L\to\infty\) the sum over \(j\) becomes \((L/\pi)\int dk\), so

\[
n(x)=\frac{L}{\pi}\int_0^{k_F}F(k)\,\frac{2}{L}\sin^2(kx)\,dk
=\frac{1}{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2(kx)\,dk .
\]

Near the wall \(\sin^2(kx)\approx k^2x^2\), which gives

\[
n(x)\approx\frac{x^2k_F^5}{\pi^2}\left(\frac13-\frac15\right)
=\frac{2k_F^5x^2}{15\pi^2},
\qquad
\frac{n}{n_0}\approx\frac25(k_Fx)^2 .
\]

As a crude profile, let this parabola rise until it reaches \(n_0\), at \(k_Fx_1=\sqrt{5/2}=1.581\), and keep the density at \(n_0\) beyond. The missing electrons then correspond to a layer of thickness

\[
d_{\rm est}=\int_0^{x_1}\left[1-\frac{x^2}{x_1^2}\right]dx
=\frac23x_1=\frac{1.054}{k_F}.
\]

A background that starts at this depth lacks the same amount of charge.

## Exact solution

**Density.** Insert \(\sin^2(kx)=\tfrac12[1-\cos(2kx)]\) into the integral for \(n(x)\). The constant part gives

\[
\frac{1}{2\pi^2}\left(k_F^3-\frac{k_F^3}{3}\right)=n_0 .
\]

In the oscillating part, integrate by parts twice. The first boundary term vanishes because \(k_F^2-k^2\) is zero at \(k_F\) and \(\sin(2kx)\) is zero at \(k=0\):

\[
\int_0^{k_F}(k_F^2-k^2)\cos(2kx)\,dk
=\frac1x\int_0^{k_F}k\sin(2kx)\,dk
=-\frac{k_F\cos(2k_Fx)}{2x^2}+\frac{\sin(2k_Fx)}{4x^3}.
\]

Multiply by \(-1/(2\pi^2)\), divide by \(n_0\), and write \(u=2k_Fx\):

\[
\frac{n}{n_0}=1-g(u),\qquad
g(u)=\frac{3(\sin u-u\cos u)}{u^3}.
\]

At large \(u\), \(g\approx-3\cos u/u^2\). The density therefore approaches its bulk value through oscillations with wavevector \(2k_F\).

**Neutrality.** Up to a large distance \(X\), the background contains \(n_0(X-d)\) charges per area. Equating this to the number of electrons and letting \(X\to\infty\),

\[
d=\int_0^\infty\left[1-\frac{n(x)}{n_0}\right]dx
=\frac{3}{2k_F}\int_0^\infty\frac{\sin u-u\cos u}{u^3}\,du .
\]

The factor \(1/(2k_F)\) comes from \(dx=du/(2k_F)\). The integral converges because \(g\) falls off as \(1/u^2\).

To evaluate it, use two derivatives:

\[
\frac{d}{du}\frac{\sin u}{u^2}=\frac{\cos u}{u^2}-\frac{2\sin u}{u^3},
\qquad
\frac{d}{du}\frac{\cos u}{u}=-\frac{\sin u}{u}-\frac{\cos u}{u^2}.
\]

The first eliminates \(\sin u/u^3\) and the second eliminates the remaining \(\cos u/u^2\):

\[
\frac{\sin u-u\cos u}{u^3}
=\frac12\frac{\sin u}{u}
+\frac12\frac{d}{du}\left[\frac{\cos u}{u}-\frac{\sin u}{u^2}\right].
\]

The bracket tends to zero at infinity, and near the origin it behaves as \(-u/3\), so it contributes nothing. The remaining integral follows from a damping factor \(e^{-\epsilon u}\), with \(e^{-\epsilon u}/u=\int_\epsilon^\infty e^{-su}ds\):

\[
\int_0^\infty e^{-\epsilon u}\frac{\sin u}{u}\,du
=\int_\epsilon^\infty\frac{ds}{1+s^2}
=\frac{\pi}{2}-\arctan\epsilon\;\to\;\frac{\pi}{2}.
\]

The required integral is thus \(\pi/4\), and

\[
\boxed{d=\frac{3\pi}{8k_F}=\frac{3}{16}\lambda_F},\qquad \lambda_F=\frac{2\pi}{k_F}.
\]

The offset is a length, \(3\pi/8\) divided by the Fermi wavevector. It is positive, so the background edge lies on the metal side of the wall.

**The same result by counting levels.** The slab contains \(N/A=\sum_{j\ge1}F(j\pi/L)\) electrons per area. The trapezoidal rule for \(\int F\,dk\) would include half of the term at \(k=0\), but the sum has no such term. Since \(F\) vanishes at \(k_F\), the upper end contributes only at order \(1/L\). Hence

\[
\frac NA=\frac L\pi\int_0^{k_F}F\,dk-\frac{F(0)}2+O(1/L)
=n_0L-\frac{k_F^2}{4\pi}+O(1/L).
\]

A neutral background of width \(L-2d\) holds \(n_0(L-2d)\) charges. Therefore \(n_0d=k_F^2/(8\pi)\), which again gives \(d=3\pi/(8k_F)\). Compared with the bulk integral, half of the level at \(k=0\) is missing. The two surfaces share this loss equally, so each lacks \(F(0)/4=n_0d\) electrons per area. For \(k_FL=10^5\), the explicit sum gives \(k_Fd=1.178109\), against \(3\pi/8=1.178097\).

## Comparison of estimate and exact result

The estimate \(k_Fd_{\rm est}=1.054\) is 10.5% below the exact 1.178. The difference can be traced by expanding

\[
g(u)=1-\frac{u^2}{10}+\frac{u^4}{280}-\frac{u^6}{15120}+\frac{u^8}{1330560}-\dots
\]

The parabola keeps the first two terms. Integrating the series up to \(u_1=2k_Fx_1=\sqrt{10}\) gives an exact deficit of \(1.153/k_F\) in the region where the estimate has \(1.054/k_F\). So 0.099 of the total discrepancy of 0.124 arises because the true density rises more slowly than the parabola. The other 0.025 is the net deficit beyond \(x_1\), where the density first still lies below \(n_0\) and then oscillates about it.

## The potential step of the neutral surface

Neutrality removes the net charge but not the dipole. Let \(\delta n=n-n_0\theta(x-d)\), where \(\theta\) is the unit step function, and let \(V\) be the electrostatic potential energy of an electron. With electron charge \(-e\), Poisson's equation reads

\[
V''(x)=-\frac{e^2}{\varepsilon_0}\,\delta n(x).
\]

The field vanishes outside the neutral surface, so \(V'(0)=0\) and \(V'(x)=-(e^2/\varepsilon_0)Q(x)\), with \(Q(x)=\int_0^x\delta n\,dx'\). Integrating \(Q\) by parts gives \(XQ(X)-\int_0^Xx\,\delta n\,dx\). Neutrality and the oscillating tail make \(Q(X)\) fall as \(1/X^2\), so the boundary term vanishes and

\[
V(\infty)-V(0)=\frac{e^2}{\varepsilon_0}\int_0^\infty x\,\delta n\,dx .
\]

The moment has two parts, the electron deficit and the background missing between 0 and \(d\):

\[
\int_0^\infty x\,\delta n\,dx
=-\frac{n_0}{4k_F^2}\int_0^\infty u\,g(u)\,du+\frac{n_0d^2}{2}.
\]

Since \(u\,g(u)=-3\,\dfrac{d}{du}\dfrac{\sin u}{u}\), the integral equals 3. With \(d^2=9\pi^2/(64k_F^2)\),

\[
V_{\rm vac}-V_{\rm bulk}
=\frac{e^2n_0}{\varepsilon_0k_F^2}\left(\frac34-\frac{9\pi^2}{128}\right)
=0.0560\,\frac{e^2n_0}{\varepsilon_0k_F^2}.
\]

The step is positive: electrons in front of the background edge form the negative outer side of a double layer, which raises the energy of an electron outside. This is the electrostatic part of a work function within the model, not the whole work function.

## Finite wall and finite temperature

**Finite wall.** Let the potential energy outside be \(V_0=q^2E_F\) above the bottom of the band, with \(q\ge1\) so that all occupied states are bound. Inside, the wave is \(\sin(kx+\delta)\). Outside it is proportional to \(e^{\kappa x}\), with \(\kappa^2=q^2k_F^2-k^2\). Continuity of the logarithmic derivative at \(x=0\) gives \(k\cot\delta=\kappa\), hence \(\sin\delta=k/(qk_F)\).

A slab between two such steps has levels \(kL+2\delta(k)=j\pi\), \(j\ge1\). The level density is now \((L+2\delta')/\pi\), where \(\delta'=d\delta/dk\), and the loss of half a level at \(k=0\) remains. The additional electrons are

\[
\frac2\pi\int_0^{k_F}F\,\delta'\,dk
=-\frac2\pi\int_0^{k_F}F'\,\delta\,dk
=\frac{2}{\pi^2}\int_0^{k_F}k\,\delta\,dk,
\]

because \(F(k_F)=0\), \(\delta(0)=0\) and \(F'=-k/\pi\). This count includes the electrons that leak out of the metal. Equating the total to \(n_0(L-2d)\) and setting \(s=k/k_F\),

\[
k_Fd=\frac{3\pi}8-3\int_0^1s\arcsin\frac sq\,ds .
\]

One integration by parts, followed by \(s=q\sin t\), gives

\[
\int_0^1s\arcsin\frac sq\,ds
=\frac12\arcsin\frac1q-\frac12\int_0^1\frac{s^2\,ds}{\sqrt{q^2-s^2}}
=\frac14\left[(2-q^2)\arcsin\frac1q+\sqrt{q^2-1}\right],
\]

\[
k_Fd=\frac{3\pi}{8}-\frac34\left[(2-q^2)\arcsin\frac1q+\sqrt{q^2-1}\right].
\]

For a high wall \(\arcsin(s/q)\approx s/q\), so \(k_Fd\approx3\pi/8-1/q\), and the hard-wall result is approached slowly. For \(q=1\) the bracket is \(\pi/2\) and \(d=0\): the neutral edge coincides with the step.

**Finite temperature.** Return to the hard wall and hold \(n_0\) fixed. The missing half level still gives \(d=F(0)/(4n_0)\), where \(F(0)\) is now the thermal occupation of a two-dimensional gas:

\[
F(0)=\frac{mk_BT}{\pi\hbar^2}\ln\left(1+e^{\mu/k_BT}\right)\approx\frac{m\mu}{\pi\hbar^2}\qquad(k_BT\ll\mu).
\]

Thus \(d\) is proportional to the chemical potential \(\mu\). The bulk density of states varies as \(\sqrt E\), and the leading Sommerfeld correction to the electron number gives

\[
\frac23\mu^{3/2}+\frac{\pi^2}{12}\frac{(k_BT)^2}{\mu^{1/2}}=\frac23E_F^{3/2},
\qquad
\frac{d(T)}{d(0)}\approx\frac{\mu}{E_F}\approx1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .
\]

## Numbers for an aluminium-like metal

The density is \(180\ \mathrm{nm^{-3}}\), so

\[
k_F=(3\pi^2\times180)^{1/3}\ \mathrm{nm^{-1}}=17.47\ \mathrm{nm^{-1}},
\qquad
E_F=\frac{\hbar^2k_F^2}{2m}=11.6\ \mathrm{eV},
\]

\[
d=\frac{1.178}{17.47\ \mathrm{nm^{-1}}}=0.067\ \mathrm{nm}=0.67\ \text{Å}.
\]

The scaling estimate gives 0.060 nm. At the background edge the electron density is \(0.456\,n_0\). Its first maximum, \(1.086\,n_0\), lies 0.165 nm from the wall. About 2.0 electrons per \(\mathrm{nm^2}\) occupy the strip between wall and edge, and they balance an equal net deficit behind the edge.

If the background were extended to the wall, \(n_0d=180\times0.0674=12.1\) electrons per \(\mathrm{nm^2}\) would be missing. With a field-free bulk, Gauss's law then gives an outside field \(en_0d/\varepsilon_0\approx2200\ \mathrm{MV/cm}\). The electrostatic stress on the surface, \(\varepsilon_0/2\) times the square of this field, would be about 210 GPa. This is far above the strength of a metal like aluminium, so the number measures an error in the model and not a possible state of the metal. A shift of the edge by less than 0.1 nm thus decides whether the model surface is neutral or very strongly charged.

The energy unit \(e^2n_0/(\varepsilon_0k_F^2)\) is 10.7 eV, so the dipole step is \(0.0560\times10.7=0.60\ \mathrm{eV}\). The free-electron states were calculated without this potential. Its largest departure from the bulk value is also 0.60 eV, about 5% of \(E_F\), reached at the wall. The potential is not monotonic: behind the edge, near \(k_Fx\approx1.7\), it dips about 0.48 eV below the bulk value, so its full variation is about 1.1 eV, or 9% of \(E_F\).

The hard wall is the much more serious assumption. Keep \(n_0\) fixed and place the outside level one work function above the Fermi energy, \(V_0=11.6+4.3=15.9\ \mathrm{eV}\). Then \(q^2=1.370\), and

\[
k_Fd=1.178-0.75\,(0.630\times1.024+0.608)=0.238,
\qquad d=0.014\ \mathrm{nm}.
\]

This is one fifth of the hard-wall value. Direct integration of the density, including the part outside the step, also gives \(k_Fd=0.238\). The potential step also depends strongly on the wall: the dipole moment of this charge distribution, with the electrons outside included, gives about 1.7 eV instead of 0.60 eV. Neither value is the dipole step of a realistic surface. In jellium the work function equals the dipole step minus \(E_F\) minus the exchange-correlation potential of the bulk, which is about \(-9.4\) eV at this density in the local-density approximation. A work function of 4.3 eV then requires a step of \(4.3+11.6-9.4\approx6.5\) eV. The sharp barrier therefore does not reproduce the dipole that its own height implies. Temperature, by contrast, is negligible: at 300 K it reduces the hard-wall \(d\) by a relative \(4\times10^{-6}\).

The density and work function chosen here are typical of aluminium, but 0.067 nm is not a prediction for its surface. A real barrier is finite and smooth. Making it finite but still sharp lowers the number by a factor of five; the effect of smoothing is not calculated here and need not act in the same direction. Exchange and correlation enter here only through the assumed barrier height. The ions are also discrete: their mean spacing is 0.255 nm, nearly four times \(d\), so the edge describes positive charge averaged over atomic layers and not the position of an ion plane. The hard-wall relation is useful for placing the background consistently in a calculation that uses free-electron states behind a hard wall; with another fixed barrier, the offset must be found again from neutrality. In a self-consistent calculation the electrons adjust to the background, and neutrality alone no longer fixes its edge. The numerical output lists the main values with more digits.

## Table of computed values

```
CHECKS IN REDUCED UNITS
kF*d, formula 3 pi/8: 1.178097
kF*d, integrated density: 1.178097
kF*d, counted slab levels: 1.178109
kF*d, step with V0 = EF, integrated: -0.000001
kF*d, example step, formula: 0.23786
kF*d, example step, integrated: 0.23785
Thermal test, kB*T/EF: 0.05
Thermal test, d(T)/d(0) from levels: 0.997936
Thermal test, mu/EF: 0.997936
Dipole factor 3/4 - 9 pi^2/128: 0.05604
Dipole factor from Poisson: 0.05608
EXAMPLE INPUTS (rough typical values)
Electron density: 1.80e+23 cm^-3
Electrons per ion: 3
Work function: 4.3 eV
Temperature: 300 K
EXAMPLE RESULTS, HARD WALL
Fermi wavevector: 17.468 nm^-1
Fermi wavelength: 0.3597 nm
Fermi energy: 11.62 eV
Edge distance d: 0.0674 nm = 0.674 angstrom
Density at the edge, n(d)/n0: 0.4557
First density maximum at: 0.1650 nm
First density maximum, n/n0: 1.0862
Electrons between wall and edge: 1.998 nm^-2
Missing electrons if edge at wall: 12.140 nm^-2
Outside field if edge at wall: 2197 MV/cm
Dipole step, vacuum above bulk: 0.598 eV
SIZE OF NEGLECTED EFFECTS
Finite barrier height V0: 15.92 eV
V0/EF: 1.3699
Edge distance behind finite step: 0.0136 nm
Finite-step d / hard-wall d: 0.202
Thermal energy kB*T: 0.02585 eV
Relative thermal decrease of d: 4.07e-06
Largest ignored electrostatic energy: 0.599 eV
Same, divided by EF: 0.0515
Mean ion spacing: 0.255 nm
Ion spacing / d: 3.79
```
